**Wedge sums of velocity products and the point-group projector**

The program tests the relation ε = P S, where S = 1 + Σ w_k T(k) is the star-weighted sum over an irreducible wedge, T(k) is the contribution of one k point to the dielectric tensor, and P averages over all operations that reduced the mesh. It asserts that explicit group averages agree with the closed forms for the hexagonal and monoclinic classes, with time reversal entering as a transposition. For two model crystals of Gaussian wells, it asserts at a general k point that the component n·T(k)·n along one general direction n agrees with the small-q density response, and that the whole tensor T(k) obeys the transformation rules. It also asserts that the projected wedge sums equal the full-mesh tensors, while the raw sums do not. In the hexagonal crystal, the raw sum over one wedge misses ε_xx − 1 by 31% of its correct value, another wedge gives a different tensor, and the error persists on a finer mesh. In the monoclinic crystal, the raw sum has false xy and yz elements. At ξ = 0.3 hartree, where iξ is the imaginary frequency, averaging over class m alone leaves a false antisymmetric xz part of about −0.0015, which the transposition removes.

## Numerical verification

```python
"""
Result under test: a star-weighted sum of velocity products over an irreducible
wedge, S = 1 + sum_k w_k T(k), is not the dielectric tensor in general. The
tensor is P S, with P the average over all operations that reduced the k mesh:
    point operation R :  T(R k) = R T(k) R^T
    time reversal     :  T(-k)  = T(k)^T
For one filled band v and empty bands c, at imaginary frequency i*xi,
    T_ab(k) = (16 pi / volume) sum_c Re[ M_ab / (E - i xi) ] / E^2,
    M_ab = <v|p_a|c><c|p_b|v>,   E = E_c - E_v.
Hartree atomic units, spin factor 2 included, no local fields.
Model crystals: Gaussian wells -depth*exp(-r^2/(2 width^2)), plane-wave basis.
An operation is a pair (R, sign): k -> sign * R k; sign = -1 is time reversal.
"""
from itertools import product
import numpy as np

CUTOFF = 5.0      # kinetic-energy cutoff, hartree
WIDTH = 1.0       # width of every well, bohr


class Crystal:
    def __init__(self, cell, wells):
        self.cell = np.array(cell, dtype=float)
        self.recip = 2 * np.pi * np.linalg.inv(self.cell).T
        self.volume = abs(np.linalg.det(self.cell))
        self.wells = [(np.array(f) @ self.cell, depth) for f, depth in wells]
        integers = np.array(list(product(range(-5, 6), repeat=3)))
        self.all_g = integers @ self.recip

    def waves(self, k):
        kinetic = 0.5 * np.sum((k + self.all_g) ** 2, axis=1)
        return self.all_g[kinetic < CUTOFF]

    def solve(self, k, g):
        diff = g[:, None, :] - g[None, :, :]
        shape = (2 * np.pi) ** 1.5 * WIDTH ** 3 / self.volume
        shape = shape * np.exp(-0.5 * WIDTH ** 2 * np.sum(diff ** 2, axis=2))
        factor = sum(d * np.exp(-1j * (diff @ pos)) for pos, d in self.wells)
        ham = -shape * factor
        ham = ham + np.diag(0.5 * np.sum((k + g) ** 2, axis=1))
        return np.linalg.eigh(ham)

    def response(self, k, xis):
        """Tensors T(k) for each xi, and the two lowest band energies."""
        g = self.waves(k)
        energy, states = self.solve(k, g)
        gap = energy[1:] - energy[0]
        p_vc = (states[:, 0].conj()[:, None] * (k + g)).T @ states[:, 1:]
        tensors = []
        for xi in xis:
            weight = 1 / ((gap - 1j * xi) * gap ** 2)
            tensors.append(((p_vc * weight) @ p_vc.conj().T).real)
        return 16 * np.pi / self.volume * np.array(tensors), energy[:2]

    def density_route(self, k, direction, xi, q=1e-3):
        """n.T(k).n from overlaps of states at k and k +- q n."""
        g = self.waves(k)
        energy, states = self.solve(k, g)
        total = 0.0
        for sign in (1, -1):
            e_q, s_q = self.solve(k + sign * q * direction, g)
            overlap = np.abs(s_q[:, 1:].conj().T @ states[:, 0]) ** 2
            total += np.sum(overlap * (1 / (e_q[1:] - energy[0] - 1j * xi)).real)
        return 16 * np.pi / (self.volume * q ** 2) * total / 2


def mesh_fractions(mesh):
    return np.array(list(product(*[range(n) for n in mesh]))) / np.array(mesh)


def full_mesh(crystal, mesh, xis):
    tensors, bands = [], []
    for k in mesh_fractions(mesh) @ crystal.recip:
        t, e = crystal.response(k, xis)
        tensors.append(t)
        bands.append(e)
    bands = np.array(bands)
    return np.array(tensors), bands[:, 1].min() - bands[:, 0].max()


def wedge_weights(crystal, mesh, ops, guide):
    """Star weights; each star is represented by its point nearest the guide."""
    frac = mesh_fractions(mesh)
    k = frac @ crystal.recip
    stars = []
    for rot, sign in ops:
        index = (sign * k @ rot.T) @ crystal.cell.T / (2 * np.pi) * np.array(mesh)
        nearest = np.rint(index).astype(int)
        assert np.allclose(index, nearest, atol=1e-8)   # mesh has the symmetry
        stars.append(np.ravel_multi_index((nearest % np.array(mesh)).T, mesh))
    stars = np.array(stars)
    shifts = np.array(list(product((-1, 0, 1), repeat=3)))
    images = ((frac - np.rint(frac))[:, None, :] + shifts) @ crystal.recip
    norm = np.sum(images ** 2, axis=2)
    shortest = norm < norm.min(axis=1, keepdims=True) + 1e-9
    score = np.where(shortest, images @ guide, -np.inf).max(axis=1)
    chosen = stars[np.argmax(score[stars], axis=0), np.arange(len(k))]
    assert len(np.unique(chosen)) == len(np.unique(stars.min(axis=0)))
    return np.bincount(chosen, minlength=len(k)) / len(k)


def summed(weights, tensors):
    return np.eye(3) + np.einsum('k,kxab->xab', weights, tensors)


def generate(generators):
    group = [np.eye(3)]
    for element in group:            # the list grows until it is closed
        for gen in generators:
            new = element @ gen
            if not any(np.allclose(new, old) for old in group):
                group.append(new)
    return group


def transform(tensor, op):
    rot, sign = op
    turned = rot @ tensor @ rot.T
    return turned if sign > 0 else np.swapaxes(turned, -1, -2)


def project(tensor, ops):
    return sum(transform(tensor, op) for op in ops) / len(ops)


def projector_matrix(ops):
    return project(np.eye(9).reshape(9, 3, 3), ops).reshape(9, 9).T


def rotation_z(degrees):
    c, s = np.cos(np.radians(degrees)), np.sin(np.radians(degrees))
    return np.array([[c, -s, 0], [s, c, 0], [0, 0, 1.0]])


# closed forms of the projected tensor
def hexagonal_form(t, keep_antisymmetric=False):
    mean = (t[0, 0] + t[1, 1]) / 2
    out = np.diag([mean, mean, t[2, 2]])
    if keep_antisymmetric:
        out[0, 1] = (t[0, 1] - t[1, 0]) / 2
        out[1, 0] = -out[0, 1]
    return out


def monoclinic_form(t, time_reversal):
    out = t * np.array([[1, 0, 1], [0, 1, 0], [1, 0, 1]])
    return (out + out.T) / 2 if time_reversal else out


# ---------- projectors from explicit group sums against the closed forms
c6, s6 = rotation_z(60), rotation_z(120) @ np.diag([1, 1, -1.0])
mirror_y, mirror_z = np.diag([1, -1, 1.0]), np.diag([1, 1, -1.0])
two_x, two_y = np.diag([1, -1, -1.0]), np.diag([-1, 1, -1.0])
inversion = -np.eye(3)
random_tensor = np.random.default_rng(1).normal(size=(3, 3))


def check_class(generators, order, closed_form, time_reversal=False):
    signs = (1, -1) if time_reversal else (1,)
    ops = [(r, s) for r in generate(generators) for s in signs]
    assert len(ops) == order * len(signs)
    matrix = projector_matrix(ops)
    assert np.allclose(matrix @ matrix, matrix, atol=1e-12)
    result = project(random_tensor, ops)
    assert np.allclose(result, closed_form(random_tensor), atol=1e-12)
    assert abs(np.trace(result) - np.trace(random_tensor)) < 1e-12
    return int(round(np.trace(matrix))), ops


for gens, order in (([c6, two_x], 12), ([c6, mirror_y], 12), ([s6, mirror_y], 12)):
    check_class(gens, order, hexagonal_form)
rank_6mmm, ops_hex = check_class([c6, mirror_y, mirror_z], 24, hexagonal_form)
for gens, order in (([s6], 6), ([c6, mirror_z], 12)):
    check_class(gens, order, lambda t: hexagonal_form(t, True))
rank_6, _ = check_class([c6], 6, lambda t: hexagonal_form(t, True))
rank_6_tr, _ = check_class([c6], 6, hexagonal_form, True)
for gens, order in (([two_y], 2), ([two_y, inversion], 4)):
    check_class(gens, order, lambda t: monoclinic_form(t, False))
rank_m, ops_m_only = check_class([mirror_y], 2, lambda t: monoclinic_form(t, False))
rank_m_tr, ops_mono = check_class([mirror_y], 2,
                                  lambda t: monoclinic_form(t, True), True)
rank_inv, _ = check_class([inversion], 2, lambda t: t)   # identity projector

# ---------- model crystals
a_hex, c_hex, depth_hex = 5.0, 6.0, 2.5
hexagonal = Crystal([[a_hex, 0, 0], [-a_hex / 2, a_hex * np.sqrt(3) / 2, 0],
                     [0, 0, c_hex]], [((0, 0, 0), depth_hex)])
a_m, b_m, c_m, beta = 5.0, 5.5, 6.0, 110.0
second_well, depth_1, depth_2 = (0.35, 0.0, 0.30), 2.5, 1.0
monoclinic = Crystal([[a_m, 0, 0], [0, b_m, 0],
                      [c_m * np.cos(np.radians(beta)), 0,
                       c_m * np.sin(np.radians(beta))]],
                     [((0, 0, 0), depth_1), (second_well, depth_2)])
XI = 0.3
xis = [0.0, XI]

# ---------- T(k): density response, point symmetry and time reversal
direction = np.array([0.48, 0.60, 0.64])
assert abs(direction @ direction - 1) < 1e-12
for crystal, ops in ((hexagonal, ops_hex), (monoclinic, ops_mono)):
    k_test = np.array([0.13, 0.21, 0.17]) @ crystal.recip
    t_test, _ = crystal.response(k_test, xis)
    for xi, t in zip(xis, t_test):
        reference = crystal.density_route(k_test, direction, xi)
        assert abs(direction @ t @ direction / reference - 1) < 1e-4
    for rot, sign in ops:
        t_image, _ = crystal.response(sign * rot @ k_test, xis)
        assert np.allclose(t_image, transform(t_test, (rot, sign)), atol=1e-9)
    assert np.allclose(t_test[0], t_test[0].T, atol=1e-10)   # static: symmetric

# ---------- hexagonal crystal: two wedges, two meshes
def guide(degrees):
    return np.array([np.cos(np.radians(degrees)), np.sin(np.radians(degrees)), 0.37])


hex_results = {}
for mesh in ((6, 6, 4), (12, 12, 6)):
    tensors, gap = full_mesh(hexagonal, mesh, [0.0])
    assert gap > 0
    exact = np.eye(3) + tensors.mean(axis=0)[0]
    w_a = wedge_weights(hexagonal, mesh, ops_hex, guide(13))
    w_b = wedge_weights(hexagonal, mesh, ops_hex, guide(73))
    raw_a, raw_b = summed(w_a, tensors)[0], summed(w_b, tensors)[0]
    for raw in (raw_a, raw_b):
        assert np.allclose(hexagonal_form(raw), exact, atol=1e-9)
        assert abs(np.trace(raw) - np.trace(exact)) < 1e-9
        assert abs(raw[2, 2] - exact[2, 2]) < 1e-9
        assert np.abs(raw - exact).max() > 0.01 * (exact[0, 0] - 1)
    assert np.abs(raw_a - raw_b).max() > 1e-3          # S depends on the wedge
    hex_results[mesh] = (exact, raw_a, raw_b, gap, np.count_nonzero(w_a),
                         np.linalg.norm(raw_a - exact))
coarse, fine = hex_results[(6, 6, 4)], hex_results[(12, 12, 6)]
assert fine[5] > 0.5 * coarse[5]                       # refinement is no cure

# ---------- monoclinic crystal of class m, wedge reduced by time reversal too
mesh_m = (6, 6, 6)
tensors_m, gap_m = full_mesh(monoclinic, mesh_m, xis)
assert gap_m > 0
exact_m = np.eye(3) + tensors_m.mean(axis=0)
w_m = wedge_weights(monoclinic, mesh_m, ops_mono, np.array([0.81, 0.52, 0.63]))
raw_m = summed(w_m, tensors_m)
point_only = project(raw_m, ops_m_only)
for raw, exact in zip(raw_m, exact_m):
    assert np.allclose(monoclinic_form(raw, True), exact, atol=1e-9)
    assert np.allclose(np.diag(raw), np.diag(exact), atol=1e-9)
    assert max(abs(raw[0, 1]), abs(raw[1, 2])) > 1e-3
    assert max(abs(exact[0, 1]), abs(exact[1, 2])) < 1e-9
assert np.allclose(point_only[0], exact_m[0], atol=1e-9)       # enough at xi = 0
assert np.abs(point_only[1] - exact_m[1]).max() > 1e-6         # not at xi > 0
angles = [0.5 * np.degrees(np.arctan2(2 * t[0, 2], t[0, 0] - t[2, 2]))
          for t in exact_m]
assert abs(angles[0] - angles[1]) > 0.01


# ---------- output
def show(label, t):
    print(f"{label}: xx {t[0,0]:.5f}, yy {t[1,1]:.5f}, zz {t[2,2]:.5f}")
    s = (t + t.T) / 2 + 0.0
    off = [0.0 if abs(x) < 5e-9 else x for x in (s[0, 1], s[0, 2], s[1, 2])]
    print(f"   symmetric part: xy {off[0]:.5f}, xz {off[1]:.5f}, yz {off[2]:.5f}")


print("All tensors are dimensionless")
print(f"Plane-wave cutoff {CUTOFF} hartree, well width {WIDTH} bohr")
print(f"Independent components: 6/mmm {rank_6mmm}, 6 {rank_6}")
print(f"   6 with time reversal {rank_6_tr}, inversion only {rank_inv}")
print(f"   m {rank_m}, m with time reversal {rank_m_tr}")
print(f"HEXAGONAL a {a_hex} bohr, c {c_hex} bohr, depth {depth_hex} hartree")
print(f"Mesh 12x12x6: {12*12*6} points, wedge {fine[4]} points")
print(f"Band gap on this mesh {fine[3]:.4f} hartree")
show("Static, raw wedge A (0 to 30 deg)", fine[1])
show("Static, raw wedge B (60 to 90 deg)", fine[2])
show("Static, wedge A projected", project(fine[1], ops_hex))
show("Static, full mesh", fine[0])
error = 100 * (fine[1][0, 0] - fine[0][0, 0]) / (fine[0][0, 0] - 1)
print(f"Raw error of (eps_xx - 1), wedge A: {error:.2f} percent")
print(f"Trace: raw A {np.trace(fine[1]):.5f}, full {np.trace(fine[0]):.5f}")
print(f"Mesh 6x6x4: {6*6*4} points, wedge {coarse[4]} points")
print(f"Norm of raw error, wedge A: 6x6x4 {coarse[5]:.5f}, 12x12x6 {fine[5]:.5f}")
print(f"MONOCLINIC a {a_m}, b {b_m}, c {c_m} bohr, beta {beta} deg")
print(f"Well depths {depth_1} and {depth_2} hartree")
print(f"Second well at fractions {second_well}")
print(f"Mesh 6x6x6: {6**3} points, wedge {np.count_nonzero(w_m)} points")
print(f"Band gap on this mesh {gap_m:.4f} hartree")
for i, xi in enumerate(xis):
    show(f"xi = {xi} hartree, raw wedge", raw_m[i])
    show(f"xi = {xi} hartree, projected", project(raw_m[i], ops_mono))
    show(f"xi = {xi} hartree, full mesh", exact_m[i])
    print(f"   major axis in xz plane, from x: {angles[i]:.3f} deg")
anti = (point_only[1][0, 2] - point_only[1][2, 0]) / 2
print(f"xi = {XI} hartree, average over class m alone:")
print(f"   xz {point_only[1][0,2]:.6f}, zx {point_only[1][2,0]:.6f}")
print(f"   false antisymmetric part (xz - zx)/2 = {anti:.3e}")
print("no test failed")
```

Running it gives:

```
All tensors are dimensionless
Plane-wave cutoff 5.0 hartree, well width 1.0 bohr
Independent components: 6/mmm 2, 6 3
   6 with time reversal 2, inversion only 9
   m 5, m with time reversal 4
HEXAGONAL a 5.0 bohr, c 6.0 bohr, depth 2.5 hartree
Mesh 12x12x6: 864 points, wedge 76 points
Band gap on this mesh 0.5488 hartree
Static, raw wedge A (0 to 30 deg): xx 1.43523, yy 1.23032, zz 1.29914
   symmetric part: xy 0.10091, xz 0.01084, yz 0.00233
Static, raw wedge B (60 to 90 deg): xx 1.19416, yy 1.47139, zz 1.29914
   symmetric part: xy 0.03828, xz 0.00340, yz 0.01055
Static, wedge A projected: xx 1.33278, yy 1.33278, zz 1.29914
   symmetric part: xy 0.00000, xz 0.00000, yz 0.00000
Static, full mesh: xx 1.33278, yy 1.33278, zz 1.29914
   symmetric part: xy 0.00000, xz 0.00000, yz 0.00000
Raw error of (eps_xx - 1), wedge A: 30.79 percent
Trace: raw A 3.96469, full 3.96469
Mesh 6x6x4: 144 points, wedge 21 points
Norm of raw error, wedge A: 6x6x4 0.19958, 12x12x6 0.20397
MONOCLINIC a 5.0, b 5.5, c 6.0 bohr, beta 110.0 deg
Well depths 2.5 and 1.0 hartree
Second well at fractions (0.35, 0.0, 0.3)
Mesh 6x6x6: 216 points, wedge 80 points
Band gap on this mesh 0.5584 hartree
xi = 0.0 hartree, raw wedge: xx 1.26471, yy 1.20567, zz 1.28991
   symmetric part: xy 0.00336, xz 0.05238, yz 0.00199
xi = 0.0 hartree, projected: xx 1.26471, yy 1.20567, zz 1.28991
   symmetric part: xy 0.00000, xz 0.05238, yz 0.00000
xi = 0.0 hartree, full mesh: xx 1.26471, yy 1.20567, zz 1.28991
   symmetric part: xy 0.00000, xz 0.05238, yz 0.00000
   major axis in xz plane, from x: 51.762 deg
xi = 0.3 hartree, raw wedge: xx 1.22545, yy 1.18240, zz 1.24511
   symmetric part: xy 0.00254, xz 0.03893, yz 0.00144
xi = 0.3 hartree, projected: xx 1.22545, yy 1.18240, zz 1.24511
   symmetric part: xy 0.00000, xz 0.03893, yz 0.00000
xi = 0.3 hartree, full mesh: xx 1.22545, yy 1.18240, zz 1.24511
   symmetric part: xy 0.00000, xz 0.03893, yz 0.00000
   major axis in xz plane, from x: 52.088 deg
xi = 0.3 hartree, average over class m alone:
   xz 0.037392, zx 0.040461
   false antisymmetric part (xz - zx)/2 = -1.535e-03
no test failed
```
